\section*{Exciton lines and continuum absorption in the two-dimensional Coulomb model, part 2}

An electron and a hole, with masses $m_e$, $m_h$ and $1/\mu=1/m_e+1/m_h$, move in a plane of zero thickness inside a uniform medium of dielectric constant $\varepsilon$. The problem is their absorption near the gap $E_g$, at $\Delta=\hbar\omega-E_g$. Lengths are in units of $a=a_0\,\varepsilon\,m_0/\mu$. Energies are measured from $E_g$ in units of $\mathrm{Ha}^*=2\,\mathrm{Ry}^*$, with $\mathrm{Ry}^*=\mathrm{Ry}\,(\mu/m_0)/\varepsilon^2$. The attraction is then $-1/r$.

A pair at rest has relative wave function $\psi(\mathbf r)=A^{-1/2}\sum_{\mathbf k}\phi(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$ on an area $A$. For a constant interband matrix element $p_{cv}$, absorption is proportional to $|p_{cv}|^2D(\Delta)$, with $D(E)=\sum_\lambda|\psi_\lambda(0)|^2\,\delta(E-E_\lambda)$. Without the attraction,
\begin{equation}
D_0(E)=\int\!\frac{d^2k}{(2\pi)^2}\,\delta\!\left(E-\tfrac12k^2\right)=\frac{1}{2\pi}\int_0^\infty\! k\,dk\,\delta\!\left(E-\tfrac12k^2\right)=\frac1{2\pi},
\label{eq:free}
\end{equation}
and the Sommerfeld factor is $S=D/D_0=2\pi D$ in the continuum.

With $\psi=R(r)e^{im\varphi}/\sqrt{2\pi}$,
\begin{equation}
R''+\frac{R'}r-\frac{m^2}{r^2}R+\frac2rR+2ER=0 .
\label{eq:radial}
\end{equation}
Setting $R=r^{-1/2}u$ gives
\begin{equation}
u''-\frac{m^2-\tfrac14}{r^2}u+\frac2ru+2Eu=0 .
\label{eq:u}
\end{equation}
Setting $r=s^2$ instead gives
\begin{equation}
R_{ss}+\frac{R_s}s-\frac{(2m)^2}{s^2}R+8R+8Es^2R=0 .
\label{eq:osc}
\end{equation}
With $\kappa^2=-2E$, $\rho=2\kappa r$ and $R=\rho^{|m|}e^{-\rho/2}F$,
\begin{equation}
\rho F''+(\beta-\rho)F'-\alpha F=0,\qquad \beta=2|m|+1,\qquad\alpha=|m|+\tfrac12-\frac1\kappa .
\label{eq:kummer}
\end{equation}
The regular solution is $F=M(\alpha,\beta,\rho)=\sum_jc_j\rho^j$, with $c_0=1$ and
\begin{equation}
c_{j+1}=\frac{j+\alpha}{(j+1)(j+\beta)}\,c_j .
\label{eq:rec}
\end{equation}

The bound levels, with $\nu=n-\tfrac12$ and degeneracy $2n-1$, are
\begin{equation}
E_n=-\frac1{2\nu^2}\,\mathrm{Ha}^*=-\frac{\mathrm{Ry}^*}{(n-\tfrac12)^2},\qquad n=1,2,\dots
\label{eq:levels}
\end{equation}
The binding energy is $9/8$ of the 1s--2s spacing ($4/3$ in the bulk). The 1s state has $\langle r\rangle=\tfrac12$ and $\langle r^2\rangle=\tfrac38$. Only $m=0$ states are bright:
\begin{equation}
|\psi_{n0}(0)|^2=\frac1{\pi\nu^3}\,a^{-2}.
\label{eq:strength}
\end{equation}
Near the edge, line strength over level spacing gives the averaged density
\begin{equation}
\overline D=\frac{1/(\pi\nu^3)}{1/\nu^3}=\frac1\pi=2D_0 .
\label{eq:below}
\end{equation}
A computer program checks the results.

\section{Normalizing a continuum state}

For $E=k^2/2\ge0$ and $m=0$, let $u(r,E)=\sqrt r\,R$ with $R(0)=1$. Equation~\eqref{eq:u} is $u''+p^2u=0$ with $p^2=2E+2/r+1/(4r^2)$. The task is to express $D$ through the far amplitude of $u$, in the presence of a $1/r$ tail whose phase never settles.

At large $r$ the function $w_0=p^{-1/2}e^{i\int p\,dr}$ has $w_0'/w_0=ip-p'/(2p)$, and therefore
\begin{equation}
\frac{w_0''}{w_0}=-p^2+\frac{3p'^2}{4p^2}-\frac{p''}{2p}.
\label{eq:wkb}
\end{equation}
The last two terms fall as $r^{-3}$ for $k>0$. For $k=0$, where $p\approx\sqrt{2/r}$, they equal $\tfrac3{16}r^{-2}-\tfrac38r^{-2}=-\tfrac3{16}r^{-2}$, which is $-3/(32r)$ relative to $p^2$. In both cases their integral weighted with $1/p$ converges, so there is an exact outgoing solution $w=We^{i\vartheta}$ with $W\to p^{-1/2}$. The Wronskian of $w$ and $w^*$ is constant and proportional to $W^2\vartheta'$, whose far value is $1$, so $\vartheta'=1/W^2$ everywhere. The real solution $u$ is a combination of $w$ and $w^*$, so $u=cW\cos\theta$, where $\theta$ differs from $\vartheta$ by a constant. This defines $c(E)$.

Enclose the system in a disk of radius $L$ with $u(L)=0$. Differentiating the equation with respect to $E$ gives $v''+p^2v=-2u$ for $v=\partial_Eu$, and so
\begin{equation}
(u'v-uv')'=u''v-uv''=-p^2uv+p^2uv+2u^2=2u^2 .
\end{equation}
At the origin $u'v-uv'=r(R'\partial_ER-R\,\partial_ER')\to0$. At an eigenvalue $\cos\theta(L)=0$, so $u'=-c\sin\theta/W$ and $v=-cW\sin\theta\,\partial_E\theta$ there, with $\sin^2\theta=1$. Hence $\int_0^Lu^2dr=\tfrac12c^2\,\partial_E\theta$, and the normalized state has $|\psi(0)|^2=1/(2\pi\int u^2dr)=1/(\pi c^2\partial_E\theta)$. Successive levels differ by $\pi$ in $\theta(L,E)$, so their spacing is $\pi/\partial_E\theta$ when $L$ is large and the levels are dense. The phase derivative cancels in strength over spacing:
\begin{equation}
D=\frac1{\pi^2c^2},\qquad S=2\pi D=\frac2{\pi c^2}.
\label{eq:lemma}
\end{equation}

In the free limit the same argument holds without the $2/r$ term, and $S=1$ by Eq.~\eqref{eq:free}, so $c^2=2/\pi$. The free solution of $R''+R'/r+k^2R=0$ with $R(0)=1$ is $J_0(kr)$, and $\sqrt r\,J_0(kr)\approx c\,k^{-1/2}\cos\theta$ means
\begin{equation}
J_0(x)\approx\sqrt{\frac2{\pi x}}\cos(x+\delta_0)\qquad(x\gg1).
\label{eq:J0}
\end{equation}
Integrating the free equation outward numerically gives $c^2=0.636620$, which is $2/\pi$ and so tests Eq.~\eqref{eq:lemma} against the plane-wave count.

\section{The edge itself: $k=0$}

At $E=0$, $m=0$, Eq.~\eqref{eq:osc} is $R_{ss}+R_s/s+8R=0$, a free equation with wave number $\sqrt8$, so $R=J_0(\sqrt8\,s)=J_0(2\sqrt{2r})$. By Eq.~\eqref{eq:J0} the squared envelope of $u$ is $r\cdot2/(2\pi\sqrt{2r})=\sqrt r/(\pi\sqrt2)$. The squared envelope is also $c^2/p$ with $p=\sqrt{2/r}$, so
\begin{equation}
c^2=\sqrt{\frac2r}\,\frac{\sqrt r}{\pi\sqrt2}=\frac1\pi,\qquad S(0)=2 .
\end{equation}
This equals the average from below, Eq.~\eqref{eq:below}. In this model the averaged absorption passes through $E_g$ with no step, so the gap cannot be read from a rise in the spectrum once the high lines are unresolved; it must come from the line positions. Numerical integration gives $c^2=0.31832$ and $S(0)=2.0000$. The last digit of $c^2$ lies one unit above $1/\pi=0.31831$ because the program stops at $r=2000$ and estimates $c^2$ as $pu^2+(u'+p'u/2p)^2/p$, which is exact only if $W=p^{-1/2}$. The real part of $w''+p^2w=0$ with $\vartheta'=1/W^2$ is $W''+p^2W=W^{-3}$. Inserting $W''/W\approx-\tfrac3{16}r^{-2}$ gives $W^{-4}\approx p^2[1-3/(32r)]$, so $pW^2\approx1+\eta$ with $\eta=3/(64r)$. The estimate is then $c^2[(1+\eta)\cos^2\theta+(1-\eta)\sin^2\theta]=c^2(1+\eta\cos2\theta)$. At $r=2000$, $\eta=2.3\times10^{-5}$, which can raise the estimate from $0.318310$ to at most $0.318317$, enough to round to $0.31832$.

\section{The whole continuum}

It costs nothing to take the potential $-Z/r$, with $Z=1$ for the exciton, which replaces $1/\kappa$ by $Z/\kappa$ in Eq.~\eqref{eq:kummer}. The reduction used only $\kappa^2=-2E$, so it holds with $\kappa=-ik$. The opposite sign gives the same function, because the regular solution with $R(0)=1$ is unique. With $y=Z/k$ and $X=2kr$, one has $Z/\kappa=iy$, $\rho=-iX$ and
\begin{equation}
R=e^{iX/2}M(\alpha,1,-iX),\qquad\alpha=\tfrac12-iy,\qquad 1-\alpha=\alpha^* .
\end{equation}

For $\beta=1$, Eq.~\eqref{eq:rec} gives $c_j=\Gamma(\alpha+j)/[\Gamma(\alpha)\,j!^2]$. The Euler Beta integral $\int_0^1t^{\alpha+j-1}(1-t)^{-\alpha}dt=\Gamma(\alpha+j)\Gamma(1-\alpha)/j!$ converges because $\operatorname{Re}\alpha=\tfrac12$. Multiplying it by $z^j/j!$ and summing over $j$ gives
\begin{equation}
M(\alpha,1,z)=\frac1{\Gamma(\alpha)\Gamma(1-\alpha)}\int_0^1e^{zt}\,t^{\alpha-1}(1-t)^{-\alpha}dt .
\label{eq:int}
\end{equation}
For $z=-iX$ the exponential decays in the lower half-plane, and the integrand is analytic in the half-strip below the segment. The path can be replaced by a leg from $0$ down to $-i\infty$ and a leg from $1-i\infty$ up to $1$; the connecting piece at depth $T$ vanishes as $e^{-XT}$. On the first leg $t=-i\tau=e^{-i\pi/2}\tau$, and on the second $t=1-i\tau$ with $1-t=e^{i\pi/2}\tau$ and $\tau$ running from $\infty$ to $0$:
\begin{align}
I_1&=e^{-i\pi\alpha/2}\int_0^\infty e^{-X\tau}\tau^{\alpha-1}(1+i\tau)^{-\alpha}d\tau\approx e^{-i\pi\alpha/2}\,\Gamma(\alpha)X^{-\alpha},\\
I_2&=e^{-iX}e^{i\pi(1-\alpha)/2}\int_0^\infty e^{-X\tau}\tau^{-\alpha}(1-i\tau)^{\alpha-1}d\tau\approx e^{-iX}e^{i\pi\alpha^*/2}\,\Gamma(\alpha^*)X^{-\alpha^*}.
\end{align}
In $I_2$ the factor $dt=-i\,d\tau$ with reversed limits supplies $+i=e^{i\pi/2}$. At large $X$ only $\tau\lesssim1/X$ contributes, so the slowly varying bracket is set to one. Its next term, $-i\alpha\tau$ in $I_1$, gives a relative correction $-i\alpha^2/X$, of size $|\alpha|^2/X$, and $I_2$ has a correction of the same size. Dividing by $\Gamma(\alpha)\Gamma(\alpha^*)$ and multiplying by $e^{iX/2}$ gives $R\approx T+T^*$ with
\begin{equation}
T=\frac{e^{iX/2}\,e^{-i\pi\alpha/2}\,X^{-\alpha}}{\Gamma(\alpha^*)} .
\end{equation}
The second term is the conjugate of the first because $\Gamma(\alpha^*)=\Gamma(\alpha)^*$, so $R$ is real, as a real equation with real initial value requires. The factors are $e^{-i\pi\alpha/2}=e^{-i\pi/4}e^{-\pi y/2}$, since $(-i\pi/2)(-iy)=-\pi y/2$, and $X^{-\alpha}=X^{-1/2}e^{iy\ln X}$.

The modulus of the Gamma function follows from the Beta integral at $j=0$. The substitution $t=x/(1+x)$ turns it into $\Gamma(\alpha)\Gamma(1-\alpha)=\int_0^\infty x^{\alpha-1}(1+x)^{-1}dx\equiv B$. A keyhole contour around the positive axis encloses the pole at $x=e^{i\pi}$ and gives $(1-e^{2\pi i\alpha})B=2\pi i\,e^{i\pi(\alpha-1)}$, so $B=2\pi i/(e^{i\pi\alpha}-e^{-i\pi\alpha})=\pi/\sin\pi\alpha$. With $\sin(\tfrac\pi2-i\pi y)=\cosh\pi y$, this is $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$. Therefore
\begin{equation}
R\approx\frac{2e^{-\pi y/2}}{\sqrt{2kr}}\sqrt{\frac{\cosh\pi y}{\pi}}\,\cos\!\left[kr+y\ln2kr-\frac\pi4-\arg\Gamma(\tfrac12+iy)\right].
\label{eq:asym}
\end{equation}
The derivative of the phase is $k+Z/(kr)$, which is $p$ expanded to first order in $1/r$ and confirms the sign of the logarithm. At large $r$, $p\to k$, so $c^2$ is $kr$ times the squared envelope of $R$, that is $c^2=(2/\pi)e^{-\pi y}\cosh\pi y$. Equation~\eqref{eq:lemma} gives
\begin{equation}
S=\frac{e^{\pi y}}{\cosh\pi y}=\frac2{1+e^{-2\pi y}}=1+\tanh\pi y,\qquad y=\frac{Z}{ka}.
\label{eq:S}
\end{equation}
Here $k$ is restored to ordinary units, and $\Delta=\tfrac12(ka)^2\,\mathrm{Ha}^*$ means $ka=\sqrt{\Delta/\mathrm{Ry}^*}$.

Each limit can be compared with an earlier stage. For $Z=0$, Eq.~\eqref{eq:asym} reduces to Eq.~\eqref{eq:J0} with $\delta_0=-\pi/4$, and $S=1$. For $Z=1$ and $k\to0$, $S\approx2-2e^{-2\pi/ka}$, which meets the $k=0$ value and departs from it more slowly than any power of $k$, so the continuum begins as a plateau. For $ka\gg\pi$, $S\approx1+\pi\sqrt{\mathrm{Ry}^*/\Delta}$, and the excess decays only as $\Delta^{-1/2}$. For repulsion $y$ changes sign, the factor near the edge is $2e^{-2\pi/ka}$ at $Z=-1$, and $S(Z)+S(-Z)=2$.

The program checks Eq.~\eqref{eq:int} by quadrature, compares the Kummer function and the two-term asymptotic form with direct integration of Eq.~\eqref{eq:radial}, and compares Eq.~\eqref{eq:S} with the integrated $c^2$. A further test uses no asymptotics: it takes unit-normalized eigenstates in a disk for $Z=1,0,-1$ and divides their weight at the origin by the level spacing. The largest deviation, relative to Eq.~\eqref{eq:S}, is $5.7\times10^{-6}$.

The full spectrum follows from Eqs.~\eqref{eq:levels}, \eqref{eq:strength} and \eqref{eq:S}. With $x=\Delta/\mathrm{Ry}^*=2E$, one has $\delta(E-E_n)=2\delta(x+\nu^{-2})$, and each line carries $2\pi\cdot(\pi\nu^3)^{-1}\cdot2$:
\begin{equation}
\frac{D}{D_0}=\sum_{n=1}^\infty\frac4{(n-\tfrac12)^3}\,\delta\!\left(x+\frac1{(n-\tfrac12)^2}\right)+\Theta(x)\,\frac2{1+e^{-2\pi/\sqrt x}},
\label{eq:elliott}
\end{equation}
where $D_0$ denotes the height $\mu/(2\pi\hbar^2)$ of the free step. This is the two-dimensional Elliott formula. The 1s line has area $4\cdot8=32$ in $x$, which is $32\,\mathrm{Ry}^*$ times the free step.

\section{Worked example}

Take round model parameters $m_e=0.10\,m_0$, $m_h=0.40\,m_0$, $\varepsilon=10$ and $E_g=1.5$ eV. Then
\begin{align}
\mu&=\frac{0.10\times0.40}{0.50}\,m_0=0.0800\,m_0,\\
\mathrm{Ry}^*&=13.605693\times\frac{0.0800}{10^2}\ \mathrm{eV}=0.010885\ \mathrm{eV},\\
a&=0.529177\times\frac{10}{0.0800}\ \text{\AA}=66.147\ \text{\AA},
\end{align}
and $\mathrm{Ha}^*=0.021769$ eV. The ground state has $E_1=-4\,\mathrm{Ry}^*=-0.04354$ eV, so the first line lies at $1.5-0.04354=1.45646$ eV. The next levels, $-\mathrm{Ry}^*/\nu^2$ with $\nu=\tfrac32,\tfrac52,\tfrac72$, are $-0.00484$, $-0.00174$ and $-0.00089$ eV, with lines at $1.49516$, $1.49826$ and $1.49911$ eV and degeneracies $3$, $5$ and $7$. The digits are kept to separate the lines; the model is not accurate to that level for a real layer.

The 1s--2s spacing is $0.04354-0.00484=0.03870$ eV. Reading it backwards, as a fit would, gives a binding energy $\tfrac98\times0.03870=0.04354$ eV and recovers the gap. The bulk rule $\tfrac43$ applied to the same spacing would overestimate the binding energy by the factor $\tfrac43/\tfrac98=32/27$.

The 1s state has $\langle r\rangle=66.147/2=33.07$ \AA\ and root-mean-square radius $0.612372\times66.147=40.51$ \AA. Its weight at the origin is $2.546479/66.147^2=5.820\times10^{-4}$ \AA$^{-2}$. The lines $n=2,3,4$ have relative strengths $(2\nu)^{-3}$, which are $0.0370$, $0.0080$ and $0.0029$. The free step is $1/(2\pi\times0.021769\times66.147^2)=1.671\times10^{-3}$ eV$^{-1}$\AA$^{-2}$, so the 1s area in units of the step height is $5.820\times10^{-4}/1.671\times10^{-3}=0.348$ eV $=32\,\mathrm{Ry}^*$.

In the continuum, $\Delta=0.05$ eV gives $\Delta/\mathrm{Ry}^*=4.5937$, $ka=2.1433$ and $S=2/(1+e^{-2\pi/2.1433})=1.899$. At $\Delta=0.01$ eV, $ka=0.9585$ and $S=1.997$, still on the plateau. At $\Delta=0.20$ eV, $ka=4.2866$ and $S=1.625$. Direct integration returns the same values to the four decimals printed. The excess $S-1$ falls to one half when $e^{-2\pi/ka}=\tfrac13$, that is at $ka=2\pi/\ln3=5.719$ and $\Delta=32.7\,\mathrm{Ry}^*=0.356$ eV. A fit of this model spectrum within $0.05$ eV of the gap that sets $S=1$ would return $|p_{cv}|^2$ too large by a factor between $1.9$ and $2$.

\section{Where the numbers stop applying}

The layer must be much thinner than the state, whose size is $33$ \AA\ for the 1s state of the example; how much thinner is estimated below. For a well of finite width with both carriers in their lowest subbands and a uniform $\varepsilon$, the interaction is the average of $-1/\sqrt{r^2+z^2}$ over the out-of-plane separation $z$. This lies above $-1/r$ at every $r$, so by the variational principle the binding energy in that approximation is below $4\,\mathrm{Ry}^*$; the value $4\,\mathrm{Ry}^*$ is the zero-width limit and an upper bound. The limit is approached slowly. Since $\int(1/r-1/\sqrt{r^2+z^2})\,d^2r=2\pi|z|$, a small mean separation $\langle|z|\rangle$ lowers the 1s binding energy to first order by $2\pi\langle|z|\rangle\,|\psi_{1s}(0)|^2$, which is the fraction $8\langle|z|\rangle/a$ of its value. In the example, a mean separation of only $1$ \AA\ gives $0.12$ in first order, and higher orders bring the loss to about a tenth. An infinite-barrier well $10$ \AA\ wide loses about $16\%$, and one $100$ \AA\ wide binds at about $1.8\,\mathrm{Ry}^*$, so the example's $4\,\mathrm{Ry}^*$ is not the value for an ordinary quantum well with these masses. A layer whose own polarizability differs from its surroundings has the Rytova--Keldysh interaction, which departs from $1/r$ inside its screening length. In both cases Eq.~\eqref{eq:osc} is lost, and with it the basis for the level formula, the degeneracy across $|m|$ and the ratio $9/8$. Equation~\eqref{eq:lemma} survives for any central potential with such a tail, but $c$ is fixed by integrating out from the origin through the modified region, so the edge value must be recomputed. For these softened interactions it falls below $2$, and it changes faster than the ratio of binding energy to 1s--2s spacing. In the example, a fixed separation of $1$ \AA\ gives an edge value of about $1.7$ and a ratio of $1.13$ in place of $1.125$, the $10$ \AA\ well gives about $1.6$ and $1.14$, and a Rytova--Keldysh layer with screening length $a$ gives about $1.3$ for both.

A single static $\varepsilon$ that includes the lattice response also requires a binding energy well below the optical phonon energies. In a polar layer where the two are comparable, as they can be for the $43.5$ meV of the example, the lattice screens the attraction only partly and the static value is not justified.

An anisotropic reduced mass removes the quantum number $m$. Parabolic bands and a constant $p_{cv}$ are required over the range of $\Delta$ in use, which is least secure far above the edge, where the slow tail of $S$ lies. For a dipole-forbidden edge with $p_{cv}\propto k$, the amplitude $\sum_{\mathbf k}\mathbf k\,\phi^*(\mathbf k)$ is proportional to $\nabla\psi^*(0)$, only states with $|m|=1$ can be bright, in a combination of $m=\pm1$ set by the coupling and the polarization, and Eq.~\eqref{eq:elliott} does not apply.

\section*{Numbers as computed}
\begin{verbatim}
inputs: m_e = 0.10 m0, m_h = 0.40 m0, eps = 10, E_g = 1.5 eV
hydrogen Ry = 13.605693 eV, a0 = 0.529177 angstrom
mu = 0.0800 m0, Ry* = 0.010885 eV, Ha* = 0.021769 eV, a = 66.147 angstrom
numerical ground energy: 2D -2.00000000 Ha*, 3D -0.50000000 Ha*, ratio 4.000000
n = 1: E = -2.000000 Ha* = -4.000000 Ry* = -0.043538 eV, line at 1.456462 eV, degeneracy 1
   |psi(0)|^2 = 2.546479 a^-2 = 5.8199e-04 angstrom^-2, relative to 1s 1.000000
n = 2: E = -0.222222 Ha* = -0.444444 Ry* = -0.004838 eV, line at 1.495162 eV, degeneracy 3
   |psi(0)|^2 = 0.094314 a^-2 = 2.1555e-05 angstrom^-2, relative to 1s 0.037037
n = 3: E = -0.080000 Ha* = -0.160000 Ry* = -0.001742 eV, line at 1.498258 eV, degeneracy 5
   |psi(0)|^2 = 0.020372 a^-2 = 4.6559e-06 angstrom^-2, relative to 1s 0.008000
n = 4: E = -0.040816 Ha* = -0.081633 Ry* = -0.000889 eV, line at 1.499111 eV, degeneracy 7
   |psi(0)|^2 = 0.007424 a^-2 = 1.6968e-06 angstrom^-2, relative to 1s 0.002915
n = 5: degeneracy 9
1s-2s splitting = 0.038701 eV = 3.55556 Ry*
1s <r> = 0.500000 a = 33.074 angstrom
1s rms r = 0.612372 a = 40.507 angstrom
free step mu/(2 pi hbar^2) = 1.6709e-03 eV^-1 angstrom^-2
1s line area over free step = 0.34831 eV = 32.0000 Ry*
strength per spacing over free step, n = 2: 0.61728
strength per spacing over free step, n = 3: 1.41120
strength per spacing over free step, n = 4: 1.68680
strength per spacing over free step, n = 5: 1.80735
strength per spacing over free step, n = 6: 1.86995
c^2 from integration: free 0.636620, band edge 0.31832; S(0) = 2.0000
Delta = 0.01 eV: Delta/Ry* = 0.9187, ka = 0.9585, S formula 1.9972, S integrated 1.9972
Delta = 0.05 eV: Delta/Ry* = 4.5937, ka = 2.1433, S formula 1.8988, S integrated 1.8988
Delta = 0.20 eV: Delta/Ry* = 18.3747, ka = 4.2866, S formula 1.6248, S integrated 1.6248
S = 1.5 at ka = 5.7192, Delta = 32.709 Ry* = 0.3560 eV
largest relative box-state deviation from S: 5.7e-06
\end{verbatim}
